# Counting suboxide states at ideal (100) and (111) silicon–silica interfaces: a program that tests the result

```python
# Result under test: at an ideal abrupt Si/SiO2 interface the top substrate atoms
# are Si2+ on unreconstructed (100), Si1+ on dimerised (100), and Si1+ or Si3+ on
# (111), cut between or inside bilayers. Si^n+ = silicon with n oxygen neighbours.
# Areal densities: 2/a^2 on (100), 4/(sqrt(3) a^2) on (111); a = lattice parameter.
# Slab coordinates are in units of a/4; "height" is the dot product with the normal.
from collections import Counter
import numpy as np
from scipy import constants as const
from scipy.spatial.distance import cdist

a = const.physical_constants["lattice parameter of silicon"][0] * 1e9  # nm
unit = a / 4
BOND = np.sqrt(3.0)      # Si-Si bond length in units of a/4
CUTOFF = 2.1             # between first and second neighbour distances
REPEAT = 4               # surface cells along each in-plane direction


def make_slab(u, v, normal, low, high):
    """Diamond sites in one periodic in-plane supercell, between two heights."""
    r = np.arange(-20, 21)
    g = np.array(np.meshgrid(r, r, r)).reshape(3, -1).T
    first = (g % 2 == 0).all(axis=1) & (g.sum(axis=1) % 4 == 0)
    second = (g % 2 == 1).all(axis=1) & (g.sum(axis=1) % 4 == 3)
    h = g @ normal
    g = g[(first | second) & (h >= low) & (h <= high)]
    cell = np.array([REPEAT * u, REPEAT * v, normal], dtype=float)
    f = (g @ np.linalg.inv(cell))[:, :2]
    inside = ((f > -1e-9) & (f < 1 - 1e-9)).all(axis=1)
    return g[inside].astype(float), cell[:2], f[inside] * REPEAT


def periodic_pairs(points, cell, cutoff):
    """Ordered pairs (i, j, vector from i to j) closer than the cutoff."""
    out = []
    for m in (-1, 0, 1):
        for n in (-1, 0, 1):
            moved = points + m * cell[0] + n * cell[1]
            d = cdist(points, moved)
            for i, j in zip(*np.where((d > 1e-6) & (d < cutoff))):
                out.append((int(i), int(j), moved[j] - points[i]))
    return out


def oxidise(pairs, height, cut):
    """Put oxygen in every bond that has at least one end above the cut."""
    return {frozenset((i, j)): ("O" if max(height[i], height[j]) > cut else "Si")
            for i, j, _ in pairs}


def count_links(links, size):
    oxygen, total = np.zeros(size, int), np.zeros(size, int)
    for pair, kind in links.items():
        for i in pair:
            total[i] += 1
            oxygen[i] += kind == "O"
    return oxygen, total


def states(links, height, cut, atoms):
    oxygen, total = count_links(links, len(height))
    assert (total[atoms] == 4).all()
    below = Counter(int(oxygen[i]) for i in atoms if height[i] < cut)
    above = Counter(int(oxygen[i]) for i in atoms if height[i] > cut)
    assert set(above) == {4}            # every oxide silicon is Si4+
    return {n: c for n, c in below.items() if n > 0}


def closest_spacing(points, cell):
    return min(np.linalg.norm(p[2]) for p in periodic_pairs(points, cell, 6.0))


def outward_bonds(normal, sign):
    tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
    return int(np.sum(sign * tetra @ normal > 0))


n100, n111 = np.array([0, 0, 1]), np.array([1, 1, 1])
u100, v100 = np.array([2, 2, 0]), np.array([2, -2, 0])
u111, v111 = np.array([2, -2, 0]), np.array([0, 2, -2])
sio = 0.161                              # nm, typical Si-O length
results, spacing = {}, {}

# Ideal cuts: explicit networks against the projection rule
cases = [("(100) unreconstructed", u100, v100, n100, -4, 5, 0.5, 1),
         ("(111) between bilayers", u111, v111, n111, -8, 11, 1.5, 1),
         ("(111) inside bilayer", u111, v111, n111, -8, 11, 3.5, -1)]
scan = {}
for name, u, v, normal, low, high, cut, sign in cases:
    points, cell, frac = make_slab(u, v, normal, low, high)
    height = points @ normal
    pairs = periodic_pairs(points, cell, CUTOFF)
    links = oxidise(pairs, height, cut)
    full = np.where(count_links(links, len(points))[1] == 4)[0]
    found = states(links, height, cut, full)
    assert found == {outward_bonds(normal, sign): REPEAT**2}
    area = np.linalg.norm(np.cross(cell[0], cell[1])) * unit**2   # nm^2
    state, number = next(iter(found.items()))
    results[name] = (state, number / area * 1e14)
    oxy = np.array([points[i] + vec / BOND * sio / unit for i, j, vec in pairs
                    if height[i] < cut < height[j]])
    spacing[name] = closest_spacing(oxy, cell) * unit
    levels = np.unique(height)
    seen = set()
    for k in range(2, len(levels) - 3):
        c = (levels[k] + levels[k + 1]) / 2
        seen |= set(states(oxidise(pairs, height, c), height, c, full))
    scan[tuple(int(x) for x in normal)] = sorted(seen)
assert scan[(0, 0, 1)] == [2] and scan[(1, 1, 1)] == [1, 3]

# Dimerised (100): rebuild the oxide network around each new Si-Si bond
points, cell, frac = make_slab(u100, v100, n100, -4, 5)
height, cut = points @ n100, 0.5
pairs = periodic_pairs(points, cell, CUTOFF)
links = oxidise(pairs, height, cut)
full = np.where(count_links(links, len(points))[1] == 4)[0]
removed, dimers = set(), []
for k in np.where(height == 1)[0]:
    if int(np.floor(frac[k, 0] + 1e-9)) % 2 == 0:
        near = [next(iter(p - {k})) for p in links if k in p]
        lower = frozenset(i for i in near if height[i] == 0)
        upper = frozenset(i for i in near if height[i] == 2)
        assert len(lower) == len(upper) == 2
        links = {p: s for p, s in links.items() if k not in p}
        assert lower not in links and upper not in links
        links[lower], links[upper] = "Si", "O"
        removed.add(int(k))
        dimers.append(lower)
atoms = [i for i in full if int(i) not in removed]
dimer_states = states(links, height, cut, atoms)
assert dimer_states == {outward_bonds(n100, 1) - 1: REPEAT**2}
area100 = np.linalg.norm(np.cross(cell[0], cell[1])) * unit**2
name_d = "(100) dimerised"
results[name_d] = (next(iter(dimer_states)), REPEAT**2 / area100 * 1e14)
links[dimers[0]] = "O"                   # oxygen inserted into one dimer
inserted = states(links, height, cut, atoms)
assert inserted == {1: REPEAT**2 - 2, 2: 2}

# Dimer geometry: rotate each surface atom about its two back neighbours
keep = height <= 0
base, f = points[keep], frac[keep]
top = np.where(base[:, 2] == 0)[0]
along = u100 / np.linalg.norm(u100)
shift = (np.linalg.norm(u100) - BOND) / 2
moved = base.copy()
for i in top:
    direction = 1 if int(round(f[i, 0])) % 2 == 0 else -1
    moved[i] += direction * shift * along
    moved[i, 2] = -1 + np.sqrt(1 - shift**2)
before = Counter(i for i, j, _ in periodic_pairs(base, cell, CUTOFF))
new_pairs = periodic_pairs(moved, cell, CUTOFF)
after = Counter(i for i, j, _ in new_pairs)
assert all(before[i] == 2 and after[i] == 3 for i in top)
top_set = set(int(i) for i in top)
assert all(abs(np.linalg.norm(vec) - BOND) < 1e-9 for i, j, vec in new_pairs)
oxy = []
for i in top:
    total = sum(vec / np.linalg.norm(vec) for p, q, vec in new_pairs if p == i)
    oxy.append(moved[i] - total / np.linalg.norm(total) * sio / unit)
spacing[name_d] = closest_spacing(np.array(oxy), cell) * unit

# Areal density formulas against counted atoms
density100 = 2 / a**2 * 1e14
density111 = 4 / (np.sqrt(3) * a**2) * 1e14
for name, (state, density) in results.items():
    formula = density100 if "(100)" in name else density111
    assert abs(density / formula - 1) < 1e-9

# Oxygen crowding
edge = sio * np.sqrt(8 / 3)
gap_formula = a / np.sqrt(2) - 2 * sio * np.sqrt(2 / 3)
assert abs(spacing["(100) unreconstructed"] - gap_formula) < 1e-9
assert spacing["(100) unreconstructed"] < edge
assert spacing["(111) inside bilayer"] < edge
assert spacing[name_d] > edge and spacing["(111) between bilayers"] > edge

# Link crossings: random straight links in a periodic unit box
rng = np.random.default_rng(7)
trials, length = 400000, 0.3
end = rng.random(trials) + length * rng.uniform(-1, 1, trials)
crossings = np.sum((end < 0) | (end > 1))
expected = trials * length / 2
assert abs(crossings / expected - 1) < 0.015   # over three standard deviations

rho, molar, angle = 2.2, 60.08, 145.0    # g/cm3, g/mol, degrees: rough silica
n_si = rho * const.N_A / molar
span = 2 * sio * np.sin(np.radians(angle / 2))
supply = (2 * n_si) * (span * 1e-7) / 2
miscut, defects = 0.2, 1e12              # degrees, cm^-2: rough values
terrace = unit / np.tan(np.radians(miscut))
row = a / np.sqrt(2)

print(f"Silicon lattice parameter: {a:.4f} nm")
print(f"Si-Si bond length: {BOND * unit:.4f} nm")
print(f"(100) surface cell area: {a**2 / 2:.4f} nm^2")
print(f"(111) surface cell area: {np.sqrt(3) * a**2 / 4:.4f} nm^2")
print(f"(111) wide gap between planes: {np.sqrt(3) * unit:.4f} nm")
print(f"(111) narrow gap between planes: {unit / np.sqrt(3):.4f} nm")
print(f"States found in scan of (100) cuts: {scan[(0, 0, 1)]}")
print(f"States found in scan of (111) cuts: {scan[(1, 1, 1)]}")
order = ["(100) unreconstructed", name_d, "(111) between bilayers",
         "(111) inside bilayer"]
for name in order:
    state, density = results[name]
    print(f"{name}: Si{state}+")
    print(f"  suboxide atoms: {density:.3e} cm^-2")
    print(f"  Si-O links needed: {state * density:.3e} cm^-2")
    print(f"  links needed / silica supply: {state * density / supply:.2f}")
    print(f"  closest O-O spacing, free directions: {spacing[name]:.3f} nm")
print(f"Surface atom spacing before dimerisation: {row:.4f} nm")
print(f"Sideways shift of each dimer atom: {shift * unit:.4f} nm")
print(f"Downward shift of each dimer atom: {(1-np.sqrt(1-shift**2))*unit:.4f} nm")
print(f"Typical Si-O length (input): {sio:.3f} nm")
print(f"O-O edge of silica tetrahedron: {edge:.3f} nm")
print(f"Silica density (rough input): {rho:.1f} g/cm3")
print(f"Si-O-Si angle (rough input): {angle:.0f} degrees")
print(f"Silicon density in silica: {n_si:.2e} cm^-3")
print(f"Si-Si distance across a link: {span:.3f} nm")
print(f"Link supply of random silica plane: {supply:.2e} cm^-2")
print(f"Random-link test, counted / expected: {crossings / expected:.4f}")
print(f"Surface atoms in model cell: {REPEAT**2}")
print(f"One oxidised dimer: Si1+ atoms {inserted[1]}, Si2+ atoms {inserted[2]}")
print(f"Miscut (rough input): {miscut:.1f} degrees")
print(f"Single-layer (100) step height: {unit:.4f} nm")
print(f"Terrace width: {terrace:.1f} nm")
print(f"Share of atoms in one edge row: {100 * row / terrace:.2f} %")
print(f"Unsaturated bonds (rough input): {defects:.0e} cm^-2")
print(f"Share of dimerised (100) links: {100 * defects / density100:.2f} %")
print("OK")
```

It prints:

```
Silicon lattice parameter: 0.5431 nm
Si-Si bond length: 0.2352 nm
(100) surface cell area: 0.1475 nm^2
(111) surface cell area: 0.1277 nm^2
(111) wide gap between planes: 0.2352 nm
(111) narrow gap between planes: 0.0784 nm
States found in scan of (100) cuts: [2]
States found in scan of (111) cuts: [1, 3]
(100) unreconstructed: Si2+
  suboxide atoms: 6.781e+14 cm^-2
  Si-O links needed: 1.356e+15 cm^-2
  links needed / silica supply: 2.00
  closest O-O spacing, free directions: 0.121 nm
(100) dimerised: Si1+
  suboxide atoms: 6.781e+14 cm^-2
  Si-O links needed: 6.781e+14 cm^-2
  links needed / silica supply: 1.00
  closest O-O spacing, free directions: 0.350 nm
(111) between bilayers: Si1+
  suboxide atoms: 7.830e+14 cm^-2
  Si-O links needed: 7.830e+14 cm^-2
  links needed / silica supply: 1.16
  closest O-O spacing, free directions: 0.384 nm
(111) inside bilayer: Si3+
  suboxide atoms: 7.830e+14 cm^-2
  Si-O links needed: 2.349e+15 cm^-2
  links needed / silica supply: 3.47
  closest O-O spacing, free directions: 0.121 nm
Surface atom spacing before dimerisation: 0.3840 nm
Sideways shift of each dimer atom: 0.0744 nm
Downward shift of each dimer atom: 0.0222 nm
Typical Si-O length (input): 0.161 nm
O-O edge of silica tetrahedron: 0.263 nm
Silica density (rough input): 2.2 g/cm3
Si-O-Si angle (rough input): 145 degrees
Silicon density in silica: 2.21e+22 cm^-3
Si-Si distance across a link: 0.307 nm
Link supply of random silica plane: 6.77e+14 cm^-2
Random-link test, counted / expected: 0.9928
Surface atoms in model cell: 16
One oxidised dimer: Si1+ atoms 14, Si2+ atoms 2
Miscut (rough input): 0.2 degrees
Single-layer (100) step height: 0.1358 nm
Terrace width: 38.9 nm
Share of atoms in one edge row: 0.99 %
Unsaturated bonds (rough input): 1e+12 cm^-2
Share of dimerised (100) links: 0.15 %
OK
```
